# Why random strain hides boron resonance in silicon and load restores it

**Definitions and model**

The ground state of a neutral boron acceptor in silicon is a quartet that behaves as an angular momentum \(J=3/2\). I use hole energies and write the Zeeman term as \(ZJ_b\), with \(Z=g\mu_BB\) and \(J_b\) the component of \(\mathbf J\) along the field. The axes \(x,y,z\) are the cubic axes. Strain enters through five operators:

\[
\Gamma_1=J_z^2-\tfrac54,\quad \Gamma_2=\frac{J_x^2-J_y^2}{\sqrt3},\quad \Gamma_{3,4,5}=\frac{J_iJ_j+J_jJ_i}{\sqrt3}\ \ (ij=yz,\,xz,\,xy).
\]

The Hamiltonian is \(H=ZJ_b+\sum_i q_i\Gamma_i\), with

\[
q_1=b\left(\varepsilon_{zz}-\tfrac{\varepsilon_{xx}+\varepsilon_{yy}}2\right),\quad q_2=\tfrac{\sqrt3}{2}\,b(\varepsilon_{xx}-\varepsilon_{yy}),\quad q_{3,4,5}=d\,\varepsilon_{ij},
\]

where \(b\) and \(d\) are the acceptor deformation potentials. Strain varies from one boron atom to the next. I take the random parts of the five \(q_i\) as independent Gaussians of zero mean and equal standard deviation \(\sigma\). Equal widths are an assumption, relaxed near the end.

**Why the splitting is linear in strain**

Strain is even under time reversal. In a spin 1/2 the only Hermitian operator with that property is a multiple of the identity, so strain cannot split the pair. A quartet consists of two such pairs, and strain can separate them.

In the basis \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\), put \(A=q_4-iq_3\), which changes \(m\) by one, and \(C=q_2-iq_5\), which changes it by two. The matrix elements of \(J_\pm\) give

\[
H_s=\sum_iq_i\Gamma_i=\begin{pmatrix}q_1&A&C&0\\A^*&-q_1&0&C\\C^*&0&-q_1&-A\\0&C^*&-A^*&q_1\end{pmatrix}.
\]

On squaring, the off-diagonal terms cancel in pairs; the first row, for example, gives \(q_1A-Aq_1=0\), \(q_1C-Cq_1=0\) and \(AC-CA=0\). Each diagonal element is \(q_1^2+|A|^2+|C|^2=|q|^2\). Since \(H_s^2=|q|^2\) and \(H_s\) has zero trace, its levels are \(\pm|q|\), each twofold. The splitting \(2|q|\) doubles when every strain component doubles.

**Weak strain: a sharp central line survives**

Let the field lie along \(z\), and let a load add \(q\Gamma_1\). The unperturbed energies are \(q\pm\tfrac32Z\) for \(m=\pm\tfrac32\) and \(-q\pm\tfrac12Z\) for \(m=\pm\tfrac12\).

Without load, a small random \(q_1\) moves the two outer lines, \(\tfrac32\leftrightarrow\tfrac12\) and \(-\tfrac12\leftrightarrow-\tfrac32\), to \(Z\pm2q_1\). The central line \(\tfrac12\leftrightarrow-\tfrac12\) has no first-order shift, because \(\Gamma_1\) has the same value in both states. In second order,

\[
\delta E_{1/2}=-\frac{|A|^2}{2q+Z}-\frac{|C|^2}{2q-2Z},\qquad
\delta E_{-1/2}=-\frac{|A|^2}{2q-Z}-\frac{|C|^2}{2q+2Z}.
\]

Their difference is the shift of the central line:

\[
\delta=\frac{2Z|A|^2}{4q^2-Z^2}-\frac{Z|C|^2}{q^2-Z^2}.
\]

It holds away from the level crossings at \(|q|=Z/2\) and \(|q|=Z\). At \(q=0\) it becomes \((|C|^2-2|A|^2)/Z\). The unloaded resonance is therefore visible if \(\sigma\ll Z\). It disappears when the random splitting is no longer small compared with \(Z\).

**Strong strain: the line spreads over all g factors**

Now let \(|q|\gg Z\). Define \(N=H_s/|q|\), so that \(N^2=1\), and \(n_i=q_i/|q|\). The projector on the upper (\(s=1\)) or lower (\(s=-1\)) doublet is \(P=(1+sN)/2\). Because \(J_z\) is odd under time reversal, its eigenvalues within a doublet are \(\pm\lambda\), so

\[
2\lambda^2=\mathrm{Tr}(PJ_zPJ_z)=\tfrac14\left[\mathrm{Tr}J_z^2+2s\,\mathrm{Tr}(NJ_z^2)+\mathrm{Tr}(NJ_zNJ_z)\right].
\]

The first trace is 5. With \(J_z^2=\Gamma_1+\tfrac54\) and \(\mathrm{Tr}\,\Gamma_i\Gamma_j=4\delta_{ij}\), the second is \(4n_1\). The third is \(\sum mm'|N_{mm'}|^2=5n_1^2+3u^2-3w^2\), where \(u^2=|A|^2/|q|^2\) and \(w^2=|C|^2/|q|^2\).

The doublet splits by \(2\lambda Z\), so \(G=g_{\rm eff}/g=2\lambda\). Using \(w^2=1-n_1^2-u^2\),

\[
G^2=\tfrac12\left[2+8sn_1+8n_1^2+6u^2\right]=(1+2sn_1)^2+3u^2 .
\]

For another field direction, \(n_1\) is replaced by the component along \(J_b^2-\tfrac54\), and \(u\) by the part that changes the projection on the field by one.

Equal Gaussian widths make \(n\) uniform on the unit sphere in five dimensions. Let \(\mathbf r\) hold \(n_1,n_3,n_4\), and let \(\rho,\varphi\) be polar coordinates for \(n_2,n_5\). The measure \(\delta(r^2+\rho^2-1)\,d^3r\,\rho\,d\rho\,d\varphi\) integrates over \(\rho\) to \(\tfrac12d^3r\,d\varphi\). Hence \(\mathbf r\) fills the unit ball uniformly.

For the lower doublet, \(G\) is the distance from the origin to the point \((1-2n_1,\sqrt3n_3,\sqrt3n_4)\). These points fill an ellipsoid centred at \((1,0,0)\), with semi-axes \(2,\sqrt3,\sqrt3\) and volume \(8\pi\). At angle \(\theta\) from the first axis, its surface lies at distance \(R\), where

\[
\frac{(R\cos\theta-1)^2}{4}+\frac{R^2\sin^2\theta}{3}=1
\ \Rightarrow\ 4R^2=(R\cos\theta+3)^2
\ \Rightarrow\ R=\frac{3}{2-\cos\theta}.
\]

A sphere of radius \(G<1\) is wholly inside. For \(1<G<3\), the part inside has \(\cos\theta>2-3/G\) and solid angle \(2\pi(3/G-1)\). Multiplying by \(G^2/8\pi\) gives

\[
p(G)=\begin{cases}G^2/2,&G<1\\ G(3-G)/4,&1<G<3.\end{cases}
\]

At fixed frequency the resonance field is \(B=B_0/G\), where \(B_0\) is the field of the strain-free line. Since \(|dG/dB|=G^2/B_0\), the density in field is \(G^2p(G)/B_0\). For \(G>1\) it is proportional to \(3G^3-G^4\), which peaks at \(G=9/4\), or \(B=4B_0/9\). This density counts resonances and does not include their transition strengths.

**How load narrows the line**

Compression along \([001]\) gives \(\varepsilon_{zz}-\varepsilon_{xx}=-p_L/(c_{11}-c_{12})\), where \(p_L\) is the stress. As \(b<0\), the load energy \(q=|b|p_L/(c_{11}-c_{12})\) is positive, and the \(m=\pm\tfrac12\) doublet lies lowest. Let \(q\gg\sigma,Z\), and put \(\tau=\sigma/q\).

*Field parallel to the load.* Here \(n_1\approx1-(u^2+w^2)/2\), so

\[
G^2\approx(-1+u^2+w^2)^2+3u^2\approx1+u^2-2w^2,\qquad G\approx1+\tfrac12u^2-w^2 .
\]

This agrees with \(\delta/Z\) above for \(q\gg Z\). Each of \(u^2\) and \(w^2\) is a sum of two squared Gaussians of variance \(\tau^2\), hence exponentially distributed with mean \(2\tau^2\). For \(x=G-1\), convolving the distributions of \(u^2/2\) and \(-w^2\) gives

\[
f(x)=\frac1{3\tau^2}\begin{cases}e^{-x/\tau^2},&x>0\\ e^{x/2\tau^2},&x<0.\end{cases}
\]

The line is a cusp. Its half-height points are \(\tau^2\ln2\) and \(-2\tau^2\ln2\), so its full width in field is \(3\ln2\,\tau^2B_0\). It falls as the inverse square of the load.

*Field perpendicular, along \(x\).* Since \(J_x^2-\tfrac54=-\tfrac12\Gamma_1+\tfrac{\sqrt3}2\Gamma_2\), the component that replaces \(n_1\) is \(-\tfrac12n_1+\tfrac{\sqrt3}2n_2\). To first order,

\[
G\approx1-2\left(-\tfrac12+\tfrac{\sqrt3}2n_2\right)=2-\sqrt3\,n_2 .
\]

The line lies at \(B_0/2\). It is Gaussian with relative standard deviation \(\tfrac{\sqrt3}2\tau\) and narrows only as the inverse of the load. The difference has a simple origin: a small random difference between \(\varepsilon_{xx}\) and \(\varepsilon_{yy}\), which sets \(q_2\), changes \(G\) in first order for a field along \(x\). For a field along the load, no small random strain changes \(G\) in first order.

**Numbers for Si:B at 9.5 GHz and 2 K**

I use rough typical values: \(g=1.1\), \(b=-1.4\) eV, \(d=-3.7\) eV, \(c_{11}=166\) GPa and \(c_{12}=64\) GPa. The photon energy is 39.3 µeV, and \(B_0=617\) mT.

A random strain of \(2\times10^{-5}\) gives \(\sigma=1.4\ \mathrm{eV}\times2\times10^{-5}=28\) µeV. The root-mean-square splitting, \(2\sqrt5\,\sigma=125\) µeV, is about three times the photon energy. The strong-strain density then peaks at 274 mT and has a full width of 227 mT, read from the formula on a fine grid. At a ratio of three this limit is a guide, not a precise lineshape.

At 40 MPa, \(q=1.4\ \mathrm{eV}\times40/102\,000=549\) µeV and \(\tau=28/549=0.051\). The parallel width is \(2.08\times0.051^2\times617\approx3.3\) mT. The perpendicular width is \(2.355\times0.866\times0.051\times308\approx32\) mT, where \(2.355=\sqrt{8\ln2}\) converts the standard deviation of a Gaussian to its full width at half height.

Diagonalizing \(H\) for 30,000 random strains gives quartile spreads within 1% of the formulas at 40 and 80 MPa. At 10 MPa, where \(\tau=0.2\), they are 7 to 9% smaller than the formulas.

The same diagonalization gives absorption spectra, now with transition strengths and thermal populations. The frequency is swept at fixed field \(B_0\) along the load, with the microwave field perpendicular to it. Absorption here means transition strength times population difference, without the factor of photon energy that turns it into absorbed power. The peak is the absorption in the strongest bin, 2% of 9.5 GHz wide, relative to a strain-free crystal. The two width columns of the table come from the formulas above.

| Load (MPa) | Parallel width (mT) | Perpendicular width (mT) | Peak |
|---|---|---|---|
| 0 | – | – | 0.01 |
| 10 | 53 | 128 | 0.10 |
| 20 | 13 | 64 | 0.36 |
| 40 | 3.3 | 32 | 0.72 |
| 80 | 0.8 | 16 | 0.81 |

Without load the strongest bin is roughly 100 times weaker than in the strain-free crystal, and it lies well above 9.5 GHz. Counted as absorbed power, the broad maximum moves to about four times 9.5 GHz and is roughly 40 times weaker. At 9.5 GHz itself the absorption is only about 0.006 of the strain-free peak. Detection by field modulation, which records the slope, penalizes breadth further: stretching a line at constant area and shape lowers its slope as the inverse square of its width.

In the isolated quartet, the recovered peak levels off near 4/5 because one transition remains of three. With \(Z\ll kT\), the strain-free quartet absorbs in proportion to \(\tfrac14(\tfrac34+1+\tfrac34)=\tfrac58\), where the bracket sums \(|\langle J_x\rangle|^2\) over the three lines. The isolated doublet gives \(\tfrac12\times1\), and the ratio is 4/5.

In a clean crystal with random strain \(10^{-7}\), \(\sigma=0.14\) µeV, and the unloaded peak is 0.90. In this model no load is needed there.

**The real crystal**

Unstressed boron resonance has indeed been observed in very pure, uniform silicon, so the loss of the unloaded line described here concerns strained specimens. The strain \(2\times10^{-5}\) is a model choice for such a specimen; good modern crystals can lie well below it. Rapid spin-lattice relaxation, omitted here, can also hide the line. A coherence time \(T_2\) of 6 ns would by itself give a width \(1/\pi T_2\) equal to the 3.3 mT found at 40 MPa.

At high load, the parallel width is sensitive to three assumptions. One is equal random widths, relaxed in the list below. Another is exact alignment: tilting the field by 3° from the load raises the quartile spread of the quartet line at 40 MPa from 3.6 to about 4.9 mT. The third is that of an isolated quartet. Strain mixes in the \(\Gamma_7\) level, taken as roughly 23 meV away. To estimate the effect, I represent the hole by \(L=1\) and spin 1/2, with strain energy \(3q(L_z^2-\tfrac23)\) and magnetic moment \(g_LL_z+2S_z\). Matching the quartet requires \(g=(2g_L+2)/3\), so \(g_L=0.65\).

The strain couples the two \(m=\tfrac12\) states by \(-\sqrt2q\), and the moment couples them by \(\tfrac{\sqrt2}3(2-g_L)\). First-order mixing therefore raises the parallel \(g\) by

\[
\delta g\approx\frac{8}{3}(2-g_L)\frac{q}{E_7+q},
\]

where \(E_7\) is the \(\Gamma_7\) distance. Diagonalizing the six states gives \(g=1.18\) at 40 MPa. Random strain along the load now changes \(g\) in first order and adds a width of about 5 mT at 40 MPa and 4 mT at 80 MPa. It equals the quartet width near 32 MPa. For these parameters, further load narrows the line in parallel field much more slowly than the inverse square. The added width is still below the 12 mT that corresponds to a 2% bin, so the recovery of the peak stands. Its levelling near 4/5 does not: with all six states, and with the 2% bin centred on the shifted line, the peak is about 0.8 at 40 MPa and nearly 1 at 80 MPa. I have not estimated this mixing for a perpendicular field.

Three further points concern the assumptions and the level populations:

- An isotropic random strain tensor makes \(q_3,q_4,q_5\) larger than \(q_1,q_2\) by \(|d|/(\sqrt3|b|)=1.53\). With \(\sigma\) kept for \(q_1,q_2\), the parallel quartile spread at 40 MPa grows by a factor of about 1.75, while the zero-load peak stays near 0.01.
- A cubic Zeeman term \(g_c\mu_BBJ_z^3\), with \(|g_c|\) taken as roughly 0.03, shifts the parallel \(g\) by a fraction \(|g_c|/4g\approx0.7\%\), upward if \(g_c\) and \(g\) have the same sign and downward if not.
- The upper doublet, which the spectra include but the width formulas do not, holds about 19% of the lower one's population at 10 MPa and field \(B_0\), averaged over the random strain, and 0.2% at 40 MPa.

Numerical values quoted here were computed with a short program.
